# One-centre formula for radical g shifts, with application to CO2−

## What has to be decided

Before a program computes the g tensor of a radical, it must be decided how the orbital angular momentum enters. It can be evaluated about one common origin, with all two-centre integrals, or assembled from small blocks, one for each atom's p shell. The second choice needs only orbital energies, p coefficients and one spin-orbit constant per atom. It also lets each excitation be assigned a sign: excitations into the singly occupied orbital raise g, and excitations out of it lower g. This appendix derives the formula behind that choice, finds the condition on the sign rule, and applies both to CO$_2^-$.

## Model and conventions

Atomic units are used in the algebra, so the Bohr magneton is $\tfrac12$ and the electron has charge $-1$. The g tensor is defined by

$$H_{\rm spin}=\tfrac12\sum_{ij}B_i\,g_{ij}\,S_j,\qquad g_{ij}=g_e\delta_{ij}+\Delta g_{ij}.$$

The first index belongs to the field and the second to the spin.

The electrons move independently in one real, spin-free potential $V$. Orbital 0 is singly occupied and non-degenerate; lower orbitals are doubly occupied and higher ones are empty. For each electron

$$h=\tfrac12(\mathbf p+\mathbf A)^2+V+\frac{g_e}{2}\mathbf B\cdot\mathbf s+\sum_A\zeta_A\,\mathbf l_A\cdot\mathbf s,\qquad \mathbf A=\tfrac12\mathbf B\times(\mathbf r-\mathbf G).$$

Here $\mathbf G$ is an arbitrary gauge origin, and $\mathbf l_A$ is the angular momentum about nucleus $A$, acting within the p shell of that atom. The relativistic mass correction, the field-dependent spin-orbit term, spin polarization and explicit spin-other-orbit coupling are left out.

## Removing the gauge origin

A finite set of atomic orbitals $\chi_N$ does not adapt to a change of $\mathbf G$. The cure is to give each orbital a field-dependent phase:

$$\chi_N^B=e^{-i\mathbf A_N\cdot\mathbf r}\chi_N,\qquad \mathbf A_N=\tfrac12\mathbf B\times(\mathbf R_N-\mathbf G).$$

The vector $\mathbf A_N$ is constant in space. Since $\mathbf p=-i\nabla$, differentiating the phase gives $-\mathbf A_N$:

$$(\mathbf p+\mathbf A)e^{-i\mathbf A_N\cdot\mathbf r}\chi_N
=e^{-i\mathbf A_N\cdot\mathbf r}(\mathbf p+\mathbf a_N)\chi_N,$$

$$\mathbf a_N=\mathbf A-\mathbf A_N=\tfrac12\mathbf B\times(\mathbf r-\mathbf R_N).$$

The same step applied again gives the square. Because $\nabla\cdot\mathbf a_N=0$, the operators $\mathbf p\cdot\mathbf a_N$ and $\mathbf a_N\cdot\mathbf p$ are equal, and

$$\tfrac12(\mathbf p+\mathbf a_N)^2=\tfrac12p^2+\mathbf a_N\cdot\mathbf p+\tfrac12a_N^2.$$

The linear term is, by cyclic exchange in the triple product,

$$\mathbf a_N\cdot\mathbf p=\tfrac12[\mathbf B\times(\mathbf r-\mathbf R_N)]\cdot\mathbf p=\tfrac12\mathbf B\cdot[(\mathbf r-\mathbf R_N)\times\mathbf p]=\tfrac12\mathbf B\cdot\mathbf l_N.$$

Each orbital therefore meets the angular momentum about its own nucleus. On one atom the phases of bra and ket cancel. Between atoms $M$ and $N$ the factor $e^{i(\mathbf A_M-\mathbf A_N)\cdot\mathbf r}$ remains. On the bond line, $\mathbf r=\mathbf R_N+t(\mathbf R_M-\mathbf R_N)$. The part proportional to $t$ drops out, because $\mathbf B\times(\mathbf R_M-\mathbf R_N)$ is perpendicular to the bond. The exponent is then

$$\theta_{MN}=\tfrac12[\mathbf B\times(\mathbf R_M-\mathbf R_N)]\cdot\mathbf R_N=\tfrac12\mathbf B\cdot(\mathbf R_M\times\mathbf R_N).$$

Multiplying the orbitals on site $N$ by $e^{i\varphi_N}$ changes this phase to $\theta_{MN}+\varphi_N-\varphi_M$. In an open chain or tree, the $\varphi_N$ can be chosen one bond at a time so that every bond phase vanishes. Around a ring the $\varphi_N$ cancel from the sum of phases, which measures the magnetic flux through the ring. If a weak field has a non-zero flux through the ring, the bond phases therefore cannot all be removed.

The one-centre approximation makes four simplifications:

- The phase keeps its bond-line value throughout a two-centre integral.
- Matrix elements of $\mathbf l_N$ between different atoms are dropped.
- Ring flux is dropped. In CO$_2^-$ this concerns the triangle closed by direct O–O matrix elements.
- After symmetric orthogonalization, each atom's three p-like functions are still treated as a p shell.

What remains of the orbital Zeeman energy is $\tfrac12\mathbf B\cdot\sum_A\mathbf l_A$.

## From the splitting of one orbital to the g shift

Without a field, time reversal makes each orbital level a pair of equal energy, even with spin-orbit coupling. The two lowest many-electron states have the same filled pairs and differ in which member of pair 0 is occupied. The energy of the filled pairs cancels from their difference, so the g tensor follows from the splitting of pair 0 alone.

To first order there is no orbital contribution: $\mathbf l_A$ is imaginary and Hermitian, so its expectation value in a real orbital is zero. In second order, the effective operator on the two spin states of orbital 0 is

$$\sum_{n\ne0}\frac{\langle0|W|n\rangle\langle n|W|0\rangle}{\varepsilon_0-\varepsilon_n},\qquad
W=\tfrac12\mathbf B\cdot\sum_A\mathbf l_A+\sum_A\zeta_A\mathbf l_A\cdot\mathbf s.$$

The spin Zeeman term does not connect different spatial orbitals, so it is absent from $W$. The part linear in both $\mathbf B$ and $\zeta$ has two orderings. For real orbitals the product of the two imaginary matrix elements is real, so the orderings are equal. Their sum is

$$2\cdot\tfrac12\sum_{ij}B_is_j\sum_{n\ne0}
\frac{\langle0|\sum_Al_{A,i}|n\rangle\langle n|\sum_B\zeta_Bl_{B,j}|0\rangle}{\varepsilon_0-\varepsilon_n}.$$

This must equal $\tfrac12\sum_{ij}B_i\Delta g_{ij}s_j$. Comparing coefficients gives Stone's one-centre formula:

$$\boxed{\Delta g_{ij}=2\sum_{n\ne0}
\frac{\langle0|\sum_Al_{A,i}|n\rangle\langle n|\sum_B\zeta_Bl_{B,j}|0\rangle}{\varepsilon_0-\varepsilon_n}}$$

Both filled and empty orbitals belong in the sum. The formula requires every contributing gap to be large compared with the spin-orbit matrix element across it.

## The sign rule and its condition

For a diagonal component, let

$$\langle0|\sum_Al_A|n\rangle=iL_n,\qquad \langle0|\sum_A\zeta_Al_A|n\rangle=i\Lambda_n,$$

with real $L_n$ and $\Lambda_n$. The reversed matrix element is $-i\Lambda_n$, so one orbital contributes

$$\Delta g^{(n)}=\frac{2L_n\Lambda_n}{\varepsilon_0-\varepsilon_n}.$$

If $L_n\Lambda_n>0$, a filled orbital raises g and an empty orbital lowers it. With one centre, or with equal positive $\zeta$ on all centres, $\Lambda_n=\zeta L_n$. The numerator is then $\zeta L_n^2$, and the rule holds for every orbital that contributes.

The many-electron picture shows where the opposite signs come from. Let the unpaired spin be up along the field. An excitation out of orbital 0 moves an up electron, with $s=+\tfrac12$, and has a negative second-order denominator. An excitation from a filled orbital into orbital 0 must move a down electron, because the up place is taken. Its denominator is also negative, but $s=-\tfrac12$ reverses the sign.

With two kinds of atom, the rule can fail. Let the parts of $L_n$ be $L_1$ and $L_2$, of opposite sign, with ratio $x=-L_1/L_2$. Then

$$L_n\Lambda_n=L_2^2(1-x)(\zeta_2-x\zeta_1).$$

For $\zeta_2>\zeta_1>0$ this is negative when

$$1<x<\zeta_2/\zeta_1.$$

In that window the lighter atom dominates the orbital Zeeman element, while the heavier atom dominates the spin-orbit element.

A small model shows the reversal. Take $\zeta_1=0.001$ eV and $\zeta_2=0.004$ eV, the singly occupied orbital $\cos\beta\,x_1+\sin\beta\,x_2$, and a filled orbital $\cos\beta\,y_1-\sin\beta\,y_2$ lying 2 eV lower, with $\beta=35^\circ$. Here $x_A$ and $y_A$ are p orbitals on atom $A$. Up to a common sign,

$$L=\cos^2\beta-\sin^2\beta=0.342,$$

$$\Lambda=\zeta_1\cos^2\beta-\zeta_2\sin^2\beta=-0.00065\ \text{eV}.$$

The filled orbital contributes $2(0.342)(-0.00065)/2\approx-0.00022$ to $\Delta g_{zz}$. It lowers g although the excitation goes into the singly occupied orbital. With the two remaining combinations placed 400 eV above, the complete sum is $-0.00023$; diagonalization over all three-electron determinants gives the same value to this accuracy.

## One p shell, and the next order

Let a single p shell with $\zeta=0.001$ eV hold three electrons. Its orbitals $p_x,p_y,p_z$ lie at $-3$, 0 and 4 eV, so $p_x$ is filled, $p_y$ is singly occupied and $p_z$ is empty. The operator $l_z$ connects $p_y$ with $p_x$, and $l_x$ connects it with $p_z$. Each matrix element has magnitude one, so

$$\Delta g_{zz}=\frac{2(0.001)}{3}=+0.00067,\qquad
\Delta g_{xx}=-\frac{2(0.001)}{4}=-0.00050.$$

The formula gives $\Delta g_{yy}=0$, because $l_y$ annihilates $p_y$. Diagonalization over all determinants gives about $-3\times10^{-7}$ instead. This is an effect of order $\zeta^2$, and it can be traced.

With the spin quantized along $y$, spin-orbit coupling mixes spin-reversed $p_x$ and $p_z$ into the up state. With $\zeta$ in eV, first-order perturbation theory gives the amplitudes $-i\zeta/6$ and $\zeta/8$. If $w$ is the total spin-reversed weight, the spin expectation value is $\tfrac12(1-2w)$. Since $g=2\langle l+g_es\rangle$ in the up state, the spin part of the shift is

$$\Delta g_{\rm flip}=-2g_ew,\qquad w=\zeta^2\left(\frac1{36}+\frac1{64}\right).$$

This is $-1.7\times10^{-7}$. The admixed orbitals also carry an angular momentum $\langle l_y\rangle=-\zeta^2/24$, which adds $-\zeta^2/12=-0.8\times10^{-7}$. Together they give $-2.6\times10^{-7}$, in agreement with the diagonalization. Such terms matter when the first-order shift is small.

## CO$_2^-$: symmetry and input

The radical is placed in the $yz$ plane. The $x$ axis is normal to the plane, $y$ is parallel to the O–O direction, and $z$ is the twofold axis. The chosen geometry has C–O lengths of 1.25 angstrom and an O–C–O angle of 135 degrees.

The singly occupied orbital has symmetry $a_1$. The operators $l_x,l_y,l_z$ transform as $b_2,b_1,a_2$, so each connects this orbital with one symmetry species. The contributions of the two oxygens must be added before an excitation is assigned to an axis, because a forbidden component can be non-zero on each oxygen and vanish only in the sum.

The orbitals come from a PBE calculation in a minimal atomic basis. Up and down electrons share one spin-averaged potential, with one electron in orbital 12, the singly occupied one. Its energy is $+5.5$ eV, so it is not bound in this calculation; the finite basis keeps it localized. Only energy differences enter the formula, but this is a warning against reading them as measured excitation energies.

After symmetric orthogonalization, the orbital has weights 0.18 in carbon s, 0.30 in carbon $p_z$ and 0.51 in the two oxygen $p_z$ functions.

The spin-orbit constants are calculated for spherical free atoms from

$$\zeta=\frac{\alpha^2}{2}\left\langle\frac1r\frac{dV_{\rm es}}{dr}\right\rangle_{2p},$$

where $\alpha$ is the fine-structure constant and $V_{\rm es}$ is the electrostatic potential energy of an electron in the field of the nucleus and the atom's electron density. The exchange-correlation potential is omitted here. The results are $\zeta_{\rm C}=0.00509$ eV and $\zeta_{\rm O}=0.02161$ eV. These constants are too large, because $V_{\rm es}$ leaves out the exchange and spin-other-orbit parts of the two-electron screening. The mean-field Breit–Pauli operator, which includes them, gives 0.00377 and 0.01798 eV for the same atomic densities. With those values the $x$ and $y$ shifts found below shrink by about 18 per cent, and the oxygen share of the $y$ shift changes only from 83 to 85 per cent.

## CO$_2^-$: the excitations

In the table, orbitals are numbered by increasing energy, $\Delta=\varepsilon_0-\varepsilon_n$, and $L_{\rm O}$ is the sum over both oxygens. The overall sign of each orbital is chosen to make $L_{\rm C}+L_{\rm O}$ positive. Orbital 1, an oxygen core orbital, contributes less than $10^{-6}$ and is omitted.

| Axis, $n$ | $\Delta$ (eV) | $L_{\rm C}$ | $L_{\rm O}$ | $\Lambda$ (eV) | $\Delta g^{(n)}$ |
|---|---:|---:|---:|---:|---:|
| $x$, 5 | 22.8 | 0.315 | 0.143 | 0.0047 | 0.0002 |
| $x$, 9 | 7.47 | 0.162 | 0.444 | 0.0104 | 0.0017 |
| $x$, 11 | 4.01 | −0.020 | 0.481 | 0.0103 | 0.0024 |
| $x$, 15 | −15.6 | 0.417 | −0.257 | −0.0034 | 0.0001 |
| $y$, 7 | 8.56 | −0.378 | 0.519 | 0.0093 | 0.0003 |
| $y$, 13 | −2.10 | 0.397 | 0.493 | 0.0127 | −0.0107 |
| $z$, 10 | 4.57 | 0.000 | 0.054 | 0.0012 | 0.00003 |

The largest term is the excitation out of the singly occupied orbital into orbital 13, the empty out-of-plane $\pi^*$ orbital. Its arithmetic is

$$L=0.3972+0.4934=0.8906,$$

$$\Lambda=0.00509(0.3972)+0.02161(0.4934)=0.01268\ \text{eV},$$

$$\Delta g_{yy}^{(13)}=\frac{2(0.8906)(0.01268)}{-2.105}=-0.0107.$$

The small gap and the equal signs of the carbon and oxygen parts both make this term large. The filled $b_1$ orbital 7 adds only $+0.0003$: its gap is four times larger, and its carbon and oxygen parts oppose each other in $L$.

The totals are

$$\Delta g_{xx}=+0.0043,\qquad \Delta g_{yy}=-0.0104,\qquad \Delta g_{zz}=+0.00003.$$

With $g_e=2.0023$, the principal values in this model are 2.0066, 1.9919 and 2.0023. If spin-orbit coupling is kept on carbon alone, $\Delta g_{yy}$ falls in magnitude to $-0.0018$. Oxygen thus supplies about 83 per cent of the model's $y$ shift, so a carbon-only spin-orbit term is a poor shortcut here, although carbon carries nearly half of the singly occupied orbital.

The table also contains an exception to the sign rule. Orbital 15 is empty, yet it raises $g_{xx}$. Its ratio $-L_{\rm C}/L_{\rm O}=1.62$ lies between 1 and $\zeta_{\rm O}/\zeta_{\rm C}=4.25$, inside the window derived above. Orbital 7 also has opposed parts, but its ratio is 0.73, so it obeys the rule. The exception is harmless here because its gap is large and its numerator small.

## How far the numbers can be trusted

Two different errors have to be separated: higher orders in spin-orbit coupling within the model, and the approximations that define the model.

For the first, the full spin-orbital Hamiltonian of the same model was diagonalized. It gives $\Delta g_{xx}=+0.0043$ and $\Delta g_{yy}=-0.0104$, unchanged at this precision. For $z$ it gives $-0.00003$ instead of $+0.00003$. The sign changes because the first-order term is exceptionally small.

The spin-reversal effect found for the p shell explains most of this change. With the field along $z$, the $x$ and $y$ spin-orbit components reverse the spin, and

$$w=\sum_{n\in b_1,b_2}\frac{\Lambda_n^2}{4(\varepsilon_0-\varepsilon_n)^2}\approx1.15\times10^{-5}.$$

Orbital 13 alone supplies $0.9\times10^{-5}$ of this weight. The resulting shift, $-2g_ew\approx-0.00005$, compares with a total change of $-0.00006$. An implementation that reports the sign of such a small component from the first-order formula alone reports something the model itself does not support.

For the second error, the same first-order sum was evaluated with PBE orbitals in the larger def2-SVP basis. The angular momentum was taken about one common origin with all its two-centre integrals. The spin-orbit operator was $(\alpha^2/2)(\nabla V_{\rm es}\times\mathbf p)\cdot\mathbf s$, with $V_{\rm es}$ from all nuclei and the molecular electron density. With the origin at carbon,

$$\Delta g_{xx}=+0.0023,\qquad \Delta g_{yy}=-0.0067,\qquad \Delta g_{zz}=-0.0004.$$

Moving the origin to the O–O midpoint changes the $x$ and $y$ shifts by about 0.0001 or less. This comparison is not an exact reference: it keeps the same functional and the same omitted relativistic terms, and it is not converged with respect to the basis. In def2-TZVP the $x$ and $y$ shifts are $+0.0020$ and $-0.0063$; in def2-SVPD, which adds diffuse functions, they are $+0.0017$ and $-0.0050$. The $z$ shift stays between $-0.0004$ and $-0.0005$. Replacing the operator by the mean-field Breit–Pauli one in def2-SVP gives $+0.0020$ and $-0.0054$.

Relative to it, the one-centre minimal-basis shifts are too large in magnitude by factors of about 1.8 for $x$ and 1.6 for $y$. The signs and the order of these two components survive, but the $z$ component does not. Since the basis, the orbital energies and the operators all change together, these numbers do not show which approximation causes most of the difference, or how far the separate errors cancel. The factors 1.8 and 1.6 are therefore not a measure of the one-centre approximation alone; against def2-TZVP they are 2.2 and 1.7, and against def2-SVPD 2.5 and 2.1. In the minimal basis itself, the full operators with the origin at carbon give $+0.0071$ and $-0.0162$, larger in magnitude than the one-centre values, so here the atomic blocks and the small basis err in opposite directions.

## Consequences for an implementation

For CO$_2^-$ the atomic-block formula gives the signs of the two larger components, but overestimates their sizes by factors of 1.6 to 2.5 relative to the larger-basis calculations, which are themselves not converged. It identifies $y$ as the axis of lowest g and the $\pi^*$ excitation as the reason. The division of a shift among several excitations, as for $x$, depends on the basis and on the treatment of the gauge origin, so it should not be carried over unchecked to a better calculation. Quantitative values call for the full operators and a better basis, and a component near $g_e$ also calls for the omitted relativistic terms and for higher orders in $\zeta$.

The code should print $L_n$ and $\Lambda_n$ separately, because their relative sign decides whether the sign rule applies. It should also watch the smallest gap. As CO$_2^-$ is straightened, the in-plane and out-of-plane p combinations become equivalent. In a potential that takes on the axial symmetry of the linear molecule, the gap to orbital 13 must then close, and the first-order shift diverges. A self-consistent potential with the odd electron in only one of the two orbitals lacks this symmetry. In the minimal-basis model with the odd electron kept in the in-plane orbital, the empty $\pi^*$ orbital lies 0.35 eV above it at 160 degrees, but 0.22 eV below it at 172 degrees and 0.33 eV below it at 180 degrees. The gap then closes before the molecule is linear, and the first-order $\Delta g_{yy}$ changes sign; both effects are artefacts of that potential. As soon as the gap becomes comparable with $\Lambda_n$, the nearly degenerate orbitals have to be diagonalized together with spin-orbit coupling.
